# Calibrating Neighbour-Dependent Kinetic Monte Carlo Etching from Two Normal Rates

## The question

A crystal in an etchant loses atoms at different speeds from differently oriented faces. A groove can therefore acquire a nearly flat floor that was absent from its initial shape. A natural atomic model gives each exposed atom a removal rate set by its neighbours. Two questions follow: do such rates produce the floor, and can they be found from a few measured normal rates?

For the model below both answers are yes, under conditions. Two normal rates determine two atomic rates once a third is tied to them, and the floor is perfectly flat only in a limit.

## Model and simulation

Consider a two-dimensional section made of columns with integer heights $h_i$. The column spacing and layer height are both $a$. Only the top atom of a column can dissolve. Its rate is $k_2$, $k_1$ or $k_0$ when two, one or no lateral neighbours are present, with $0<k_2<k_1<k_0$. Thus $k_2$ opens a pit in a terrace, $k_1$ moves a step, and $k_0$ removes an isolated atom. Redeposition, transport in the liquid, overhangs and pits in vertical walls are left out. So is the third dimension: a step on a real crystal usually retreats through kinks along its length. Rates fitted to a real surface would therefore be effective rates of this section, not removal rates of single atoms.

The algebra uses atomic units, with temperature measured as an energy. Numerical values are in angstrom, eV and seconds.

Let $L$ be the number of columns and $k_{\max}$ the largest rate. One Monte Carlo trial is:

1. Choose a column with probability $1/L$.
2. Count its missing neighbours and find its rate $k$.
3. Remove the top atom with probability $k/k_{\max}$.
4. Advance the mean clock by $1/(Lk_{\max})$.

Trials occur at rate $Lk_{\max}$, so a given column loses an atom at rate $Lk_{\max}(1/L)(k/k_{\max})=k$, as required. Rejected trials cost computing time but introduce no bias.

## A solvable line of rates

Define the slopes $u_i=h_{i+1}-h_i$. The left neighbour of column $i$ is missing if $u_{i-1}>0$, the right one if $u_i<0$. Removing the atom lowers $u_{i-1}$ by one and raises $u_i$ by one.

Now impose

$$k_0=2k_1-k_2 .$$

Each missing neighbour then adds the same amount, $k_1-k_2$, to the rate. This is an assumption about the kinetics, whose effect is examined below. With

$$\beta=\frac{k_2}{2},\qquad \alpha=k_1-\frac{k_2}{2},\qquad r(n)=\begin{cases}\beta,&n\le0\\ \alpha,&n\ge1,\end{cases}$$

the removal rate is $r(u_{i-1})+r(-u_i)$. It equals $2\beta=k_2$, $\alpha+\beta=k_1$ or $2\alpha=k_0$ in the three cases. Since exactly one of $n$ and $1-n$ is positive,

$$r(n)r(1-n)=\alpha\beta .$$

Try independent slopes with unnormalized weight

$$\mu(n)=\begin{cases}(z/\alpha)^n,&n\ge0\\(\beta/z)^{|n|},&n<0,\end{cases}\qquad \beta<z<\alpha .$$

The bounds on $z$ make the sum finite. Directly from the definition, $\mu(n+1)/\mu(n)=z/r(n+1)$.

To check stationarity on a ring, write $x=u_{i-1}$ and $y=u_i$. The state before a removal from column $i$ had slopes $x+1$ and $y-1$. Relative to the present weight, the gain is

$$\begin{aligned}
G_i&=[r(x+1)+r(1-y)]\frac{\mu(x+1)\mu(y-1)}{\mu(x)\mu(y)}\\
&=[r(x+1)+r(1-y)]\frac{r(y)}{r(x+1)}\\
&=r(y)+\frac{\alpha\beta}{r(x+1)}=r(y)+r(-x).
\end{aligned}$$

The last two equalities use the product identity. The loss is $r(x)+r(-y)$. Summing gain minus loss gives

$$\sum_i[r(u_i)-r(u_{i-1})+r(-u_{i-1})-r(-u_i)]=0,$$

because each sum runs once around the ring. The weight is stationary. A ring conserves its total slope, and any slope pattern with the same total can be reached by successive removals, so the stationary state for each total is unique. The independent-slope distribution describes a wide surface.

An exact rational-arithmetic test, which counts neighbours directly on heights, gives zero imbalance. The same weights fail when $k_0=4k_1$. That does not exclude some other solution there.

## From atomic rates to normal rates

The mean column rate $V$, in layers per unit time, follows from two averages over normalized $\mu$:

$$\langle r(u)\rangle=\sum_n r(n)\mu(n)=z\sum_n\mu(n-1)=z,$$

$$\langle r(-u)\rangle=\sum_n\frac{\alpha\beta}{r(n+1)}\mu(n)=\frac{\alpha\beta}{z}\sum_n\mu(n+1)=\frac{\alpha\beta}{z}.$$

Hence $V=z+w$ with $w=\alpha\beta/z$.

For the mean slope, put $p=z/\alpha$ and $q=\beta/z=w/\alpha$. The normalization sum is

$$N=\frac1{1-p}+\frac q{1-q}=\frac{1-pq}{(1-p)(1-q)}.$$

The first moment divided by $N$ is

$$\begin{aligned}
s&=\frac1N\left[\frac p{(1-p)^2}-\frac q{(1-q)^2}\right]\\
&=\frac1N\frac{(p-q)(1-pq)}{(1-p)^2(1-q)^2}
=\frac{p-q}{(1-p)(1-q)}.
\end{aligned}$$

Substitution of $p$ and $q$ gives

$$s=\frac{\alpha(z-w)}{(\alpha-z)(\alpha-w)} .$$

Its denominator is $\alpha^2-\alpha V+\alpha\beta=\alpha(k_1-V)$, since $zw=\alpha\beta$ and $\alpha+\beta=k_1$. It is positive, so $V<k_1$. For $s\ge0$ we have $z\ge w$ and $z-w=\sqrt{V^2-4\alpha\beta}$. Therefore

$$s(k_1-V)=\sqrt{V^2-V_0^2},\qquad V_0^2=4\alpha\beta=k_2k_0 .$$

At $s=0$ this gives $V=V_0$, so $V_0$ is the flat-face rate. Negative slopes follow from $V(-s)=V(s)$.

A surface inclined at $\theta$ has $s=\tan\theta$. Its vertical speed is $aV$, and projection on the normal gives $R=aV\cos\theta$.

For an explicit law, square and collect powers of $V$:

$$(1-s^2)V^2+2s^2k_1V-(V_0^2+s^2k_1^2)=0.$$

A quarter of the discriminant is $Q^2=s^2k_1^2+(1-s^2)V_0^2$. For $s<1$ the positive root is $(Q-s^2k_1)/(1-s^2)$. Multiplying numerator and denominator by $Q+s^2k_1$ removes the apparent singularity at $s=1$:

$$V(s)=\frac{V_0^2+s^2k_1^2}{s^2k_1+Q}.$$

Three limits show what the law contains.

- For $k_2\to0$, $V=k_1|s|/(1+|s|)$. Only existing steps etch, and the rate has a sharp minimum at the flat face.
- For $k_2>0$ and small $s$, the implicit law gives $V\simeq V_0+s^2(k_1-V_0)^2/(2V_0)$. The minimum is rounded. Including $\cos\theta\simeq1-s^2/2$, the normal rate has a local minimum there if $(k_1-V_0)^2>V_0^2$, that is, $k_1>2V_0$.
- For $s\to\infty$, $V\to k_1$ and $R\to0$. This reflects the missing side-wall pits, so the calibration here is restricted to $|s|\le1$.

## Calibration and its errors

Suppose the flat rate $V_0$ and one rate $V_1$ at slope $s_1>0$ are known. Solving the law for $k_1$, and then $k_2(2k_1-k_2)=V_0^2$ for its smaller root, gives

$$k_1=V_1+\frac{D}{s_1},\qquad D=\sqrt{V_1^2-V_0^2},$$

$$k_2=k_1-\sqrt{k_1^2-V_0^2}.$$

The smaller root is required by $k_2<k_1$. A unique admissible pair exists when $V_1>V_0$, because then $k_1>V_1>V_0$. In measured quantities this condition is $R_1/\cos\theta_1>R_0$. A third orientation must return the same $k_1$, which makes it a check on the model.

Differentiating the first formula gives

$$dk_1=dV_1+\frac{V_1dV_1-V_0dV_0}{s_1D}.$$

Let $A_j=\partial\ln k_1/\partial\ln V_j$ and $B_j=\partial\ln k_2/\partial\ln V_j$. Then

$$A_1=\frac{V_1+V_1^2/(s_1D)}{k_1},\qquad A_0=-\frac{V_0^2}{s_1Dk_1}.$$

Differentiating $k_2(2k_1-k_2)=V_0^2$ gives $(k_1-k_2)dk_2+k_2dk_1=V_0dV_0$, hence

$$B_1=-\frac{k_1A_1}{k_1-k_2},\qquad B_0=\frac{V_0^2-k_1k_2A_0}{k_2(k_1-k_2)}.$$

Both pairs sum to one, as they must: multiplying all measured rates by a common factor multiplies all atomic rates by it. As $V_1$ approaches $V_0$, $D$ tends to zero and the errors grow without bound. The tilted orientation should therefore have a column rate well above the flat one.

## A worked calibration

Take round model parameters: $a=3$ Å, a flat normal rate of 6 Å/s and a 45-degree normal rate of 11 Å/s. These are chosen inputs, not measurements of a named material. The column rates are

$$V_0=\frac63=2.000\ \mathrm{s^{-1}},\qquad V_1=\frac{11}{3\cos45^\circ}=5.185\ \mathrm{s^{-1}}.$$

With $s_1=1$,

$$D=\sqrt{5.185^2-2.000^2}=4.784\ \mathrm{s^{-1}},$$

$$k_1=5.185+4.784=9.970\ \mathrm{s^{-1}},$$

where the sum uses unrounded values. The second formula gives $k_2=0.203\ \mathrm{s^{-1}}$, and the imposed relation gives $k_0=19.74\ \mathrm{s^{-1}}$. A step atom is removed about 49 times faster than a terrace atom, although the two normal rates differ by less than a factor of two.

The sensitivities are $A_1=1.084$, $A_0=-0.084$, $B_1=-1.106$ and $B_0=2.106$. If both measured rates had independent relative errors of 5 %, linear propagation would give 5.4 % for $k_1$ and

$$5\,\%\times\sqrt{1.106^2+2.106^2}=11.9\,\%$$

for $k_2$. The pit rate is the less well determined because the flat rate depends roughly on its square root.

At $s=1/2$, an orientation not used in the calibration,

$$Q=\sqrt{0.25(9.970)^2+0.75(2.000)^2}=5.277\ \mathrm{s^{-1}},$$

$$V=\frac{4.000+24.85}{2.492+5.277}=3.713\ \mathrm{s^{-1}}.$$

Since $\cos\theta=0.8944$, $R=9.96$ Å/s. Monte Carlo gives $9.98\pm0.07$ Å/s. At $s=1/4$ the law gives 7.86 and the simulation $7.92\pm0.06$ Å/s. The two calibration rates are also recovered within their statistical errors.

The quoted uncertainties are standard errors over 300 independent replicas. Initial slopes were drawn from $\mu$, so the average includes slope fluctuations and has no bias from fixing the total slope of a small ring. Agreement tests the law and the simulation against each other; it does not test the model against a real etchant.

## What the rates do not determine

The relation between $k_0$ and the other rates was imposed. To examine it, $k_0$ was raised to $4k_1$ at fixed $k_1$ and $k_2$. The flat column rate became $2.029\pm0.011\ \mathrm{s^{-1}}$. The finite logarithmic sensitivity is

$$\frac{\ln(2.029/2.000)}{\ln(4k_1/k_0)}=0.020,$$

with a statistical uncertainty near 0.008. The initial slopes were again drawn from $\mu$, which is not stationary at this $k_0$, so a small additional bias is not excluded. The shift is barely resolved and is mostly statistical noise, so 0.020 is best read as a rough upper estimate. Sharing the random trials between the two values of $k_0$ cancels most of the noise and puts the shift near 0.4 %, a sensitivity of about 0.005; between $k_0=1.1k_1$ and $k_0\to\infty$ the flat rate changes by only about 1.4 %. A 1 % error in the flat rate therefore leaves $k_0$ almost undetermined. In this regime the flat rate is a poor way to measure it.

The same weakness makes the calibration tolerant. Applying the two-rate formula to the altered simulation gives $k_1=9.94$ and $k_2=0.209\ \mathrm{s^{-1}}$, whose departures from the input values are dominated by statistical error. Its prediction at $s=1/2$ differs from the simulated rate by 0.1 %, less than the statistical error of about 0.7 %. This supports the approximation for this change of $k_0$. A pure bond-counting rule, $k_0/k_1=k_1/k_2$, would require $k_0\simeq49k_1$. Raising $k_0$ can only speed the etching, so the limit $k_0\to\infty$ bounds its effect on the rates; for these $k_1$ and $k_2$ that limit raises the rates at $s=0$, $1/2$ and 1 by less than 1 %.

Normal rates at one temperature do not determine barriers either. If $k_m=\nu e^{-E_m/T}$ for $m=1,2$, a prefactor $\nu$ must be supplied. At 350 K the thermal energy is 0.03016 eV, and an assumed common $\nu=10^{13}\ \mathrm{s^{-1}}$ gives $E_1=0.833$ eV and $E_2=0.951$ eV. The difference,

$$E_2-E_1=T\ln\frac{k_1}{k_2}=0.1175\ \mathrm{eV},$$

does not depend on the value of the common prefactor.

The apparent activation energy is $-d\ln V/d(1/T)$. Since $V_0^2=k_2(2k_1-k_2)$,

$$E_{\rm flat}=\frac12\left[E_2+\frac{2k_1E_1-k_2E_2}{2k_1-k_2}\right]=0.892\ \mathrm{eV}.$$

At 45 degrees the rate law reduces to $V_1=k_1/2+V_0^2/(2k_1)$. Its two terms have activation energies $E_1$ and $2E_{\rm flat}-E_1$, so

$$E_{45}=\frac{k_1E_1/2+V_0^2(2E_{\rm flat}-E_1)/(2k_1)}{V_1}=0.838\ \mathrm{eV}.$$

The flat face mixes pit opening with step motion, while the tilted face is controlled mainly by steps. Here $k_0=2k_1-k_2$ is imposed at every temperature, so $k_0$ itself is not a single Arrhenius term.

## The floor of an etched groove

On scales much larger than the column spacing, assume that each small region has the stationary rate of its local slope. With lengths in units of $a$,

$$\frac{\partial h}{\partial t}=-V\!\left(\frac{\partial h}{\partial x}\right).$$

Kinks require a rule for selecting the solution. The atomic model supplies it: if one surface lies below another, it stays below when both use the same random trials. Where they touch, the lower surface has at least as many missing neighbours, and hence at least as large a removal rate. The ordered solution of the continuum equation is its viscosity solution.

Let a groove start as $h=|x|$. This is the upper envelope of the lines $px$ with $|p|\le1$. Each line evolves into $px-tV(p)$. For convex initial data the viscosity solution is the envelope of the evolved lines, known as the Hopf formula:

$$h(x,t)=\max_{|p|\le1}[px-tV(p)].$$

Inside the floor the maximum satisfies $x/t=V'(p)$. Differentiating the squared rate law gives $2s(k_1-V)^2-2s^2(k_1-V)V'=2VV'$, hence

$$V'(s)=\frac{s(k_1-V)^2}{V+s^2(k_1-V)}.$$

A sharp floor edge requires $V$ to be concave at the wall slope. Differentiating once more gives $V''(1)=m^2(k_1-4m)/k_1^2$ with $m=k_1-V(1)=(k_1^2-V_0^2)/(2k_1)$, which is negative only if $V_0<k_1/\sqrt2$, that is, $k_2/k_1<0.293$. For larger $k_2/k_1$ the groove is rounded smoothly up to the walls. When the condition holds, the maximizing slope jumps at the floor edge from $s_*$ to the wall slope 1. Equal values of the two lines, together with the stationary condition at $s_*$, fix the edge speed:

$$\sigma=V'(s_*)=\frac{V(1)-V(s_*)}{1-s_*}.$$

For the calibrated rates, $s_*=0.137$, or 7.8 degrees. The explicit law gives $V(s_*)=2.263\ \mathrm{s^{-1}}$, so

$$\sigma=\frac{5.185-2.263}{1-0.137}=3.39\ \mathrm{s^{-1}},$$

or 10.2 Å/s after multiplication by $a$. A separate maximization over slopes confirms the jump.

The floor is thus a rounded facet. When $V_0\ll k_1$ and $s$ is of order $V_0/k_1$, the law becomes $V\simeq\sqrt{V_0^2+k_1^2s^2}$, while $\sigma\simeq k_1/2$. Setting $V'(s_*)=k_1/2$ yields, to leading order,

$$s_*\simeq\frac{V_0}{\sqrt3\,k_1}.$$

This tends to zero with $k_2$. Here it gives 0.116, compared with 0.137 from the full law. The leading-order edge speed is much cruder: $k_1/2=4.98\ \mathrm{s^{-1}}$ against 3.39.

A convex ridge behaves differently. For $h=-|x|$ the corresponding lower envelope is $\min_{|p|\le1}[px-tV(p)]$. Since $V$ increases with $|p|$, the minimum is reached at $p=-1$ for $x>0$ and at $p=1$ for $x<0$. Thus $h=-|x|-tV(1)$: the ridge stays sharp and sinks at the wall's vertical rate. Orientations of low vertical rate appear in the groove, but not on the ridge. The flat face is also slower than the wall in normal rate only if $V_0<(\sqrt2-1)k_1$, that is, $k_2/k_1<0.09$, as for the calibrated rates. Both results rest on $V$ increasing with $|p|$, which is a property of this model. On a real crystal $R/\cos\theta$ need not increase with tilt: a ridge can be bevelled by faster faces, and a groove with very slow walls acquires no floor.

The groove simulation started from perfectly regular 45-degree walls, and speeds were measured between 10 and 20 s. The floor sank at 5.68 Å/s against the predicted 6.00, a deficit of 5 %. Its edge moved at 10.97 Å/s against 10.16, an excess of 8 %. The ridge sank at 15.90 Å/s against 15.56, an excess of 2 %. The half-width grew from 122 to 232 Å.

These differences lie within the test tolerances of 12, 15 and 6 %, but they limit the accuracy claimed for the continuum description at these times. A plausible cause is the slowly decaying effect of interface fluctuations, which the continuum equation omits. That remains a conjecture, since neither a longer run nor the decay law was tested. The numerical output gives the remaining digits.

## Values computed for the example and the checks

```
layer height a = 3.0 angstrom
input flat normal rate = 6.0 angstrom/s
input 45-degree normal rate = 11.0 angstrom/s
temperature = 350 K, kT = 0.03016 eV
assumed prefactor = 1.0e+13 1/s
column rates: V0 = 2.0000, V1 = 5.1854 1/s
sqrt(V1^2-V0^2) = 4.7842 1/s
calibrated k1 = 9.9697 1/s
calibrated k2 = 0.2027 1/s
implied k0 = 19.7367 1/s
ratio k2/k1 = 0.02033
dln k1/dln V1 = 1.084, dln k1/dln V0 = -0.084
dln k2/dln V1 = -1.106, dln k2/dln V0 = 2.106
barriers E1 = 0.8335, E2 = 0.9510 eV
barrier difference E2-E1 = 0.1175 eV
activation energy: flat 0.8916, 45 deg 0.8380 eV
stationarity imbalance, k0=2k1-k2: 0.0 (k1=1)
same weights, k0=4k1: largest 5.999 (k1=1)
largest error of explicit slope sums = 2.6e-09
Monte Carlo: 300 replicas, 64 columns, 5 s
slope 0.00 (0.00 deg): R law 6.000, MC 5.997 +- 0.038 angstrom/s
slope 0.25 (14.04 deg): R law 7.864, MC 7.919 +- 0.064 angstrom/s
slope 0.50 (26.57 deg): R law 9.963, MC 9.983 +- 0.069 angstrom/s
slope 1.00 (45.00 deg): R law 11.000, MC 11.027 +- 0.055 angstrom/s
k0=4k1: MC V(0) = 2.0288 +- 0.0109 1/s
k0=4k1: MC V(1/2) = 3.7128 +- 0.0261 1/s
k0=4k1: MC V(1) = 5.1791 +- 0.0251 1/s
sensitivity dln V(0)/dln k0 (finite change) = 0.020
wrong-k0 calibration: k1 = 9.944, k2 = 0.2092 1/s
its V(1/2) = 3.7165 1/s, error 0.10 %
groove: 240 replicas, 200 columns, counted from 10 to 20 s
floor limiting slope s* = 0.1374 (7.82 deg)
floor sinking: law 6.000, MC 5.676 angstrom/s
edge speed: law 10.164, MC 10.968 angstrom/s
ridge sinking: law 15.556, MC 15.901 angstrom/s
MC floor half-width: 122.2 angstrom at 10 s, 231.9 at 20 s
```
